# Effective Electric Field for Inertial Ion Drift in an Oscillating Field

Discharge models often replace the ion momentum equation by the mobility-based flux

$$\Gamma=\mu nE-D\,\frac{\partial n}{\partial x},\qquad \mu=\frac{q}{m\nu},\qquad D=\frac{kT}{m\nu}.$$

Here $n$, $q$ and $m$ are the ion density, charge and mass, and $E$ is the electric field. The charge carries its sign, so $\mu$ is negative for negative ions. The momentum-transfer frequency $\nu$ is defined by the mean momentum $m\nu u$ that an ion population of mean velocity $u$ loses to the neutral gas per ion and unit time. The neutrals are at rest on average, and the ion pressure is $nkT$ with uniform, constant $T$.

This flux follows the field without delay, although an ion needs a time of order $1/\nu$ to change its drift. The problem is to keep the form of the flux but replace $E$ in it by an effective field $E_{\rm eff}$ that restores the inertia. The motion is one-dimensional.

## (a) From momentum balance to a linear velocity equation

**Question.** Ions are created at rest at the rate $n\nu_{\rm iz}$ per unit volume. Derive the equation for $u$, and state when it becomes linear.

**Solution.** Newly created ions bring no momentum, so the momentum balance divided by $m$ has no source term:

$$\frac{\partial(nu)}{\partial t}+\frac{\partial(nu^2)}{\partial x}=\frac{qnE}{m}-\frac{kT}{m}\frac{\partial n}{\partial x}-\nu nu .$$

They do enter the continuity equation,

$$\frac{\partial n}{\partial t}+\frac{\partial(nu)}{\partial x}=n\nu_{\rm iz}.$$

Expanding the left side of the momentum balance by the product rule gives

$$n\frac{\partial u}{\partial t}+nu\frac{\partial u}{\partial x}+u\left[\frac{\partial n}{\partial t}+\frac{\partial (nu)}{\partial x}\right].$$

The bracket equals $n\nu_{\rm iz}$. Moving that term to the right and dividing by $n$ yields

$$\frac{\partial u}{\partial t}+u\frac{\partial u}{\partial x}=\frac{qE}{m}-\frac{kT}{m}\frac{\partial\ln n}{\partial x}-(\nu+\nu_{\rm iz})u .$$

Ionization acts as extra friction because the momentum is shared with ions that start at rest. It is negligible if $\nu_{\rm iz}\ll\nu$.

If $u$ varies over a length $L$, the convective term is of order $u^2/L$. Its ratio to the friction $\nu u$ is $|u|/(\nu L)$, which must be small. With both terms dropped,

$$\frac{\partial u}{\partial t}=\frac{qE}{m}-\frac{kT}{m}\frac{\partial\ln n}{\partial x}-\nu u .\tag{1}$$

For a given density and field, this is linear in $u$ provided $\nu$ does not depend on $u$.

## (b) The equation for the effective field

**Question.** Split $u$ into a part driven by the field and a part driven by pressure. Which equation must $E_{\rm eff}$ obey if the field-driven part is to equal $\mu E_{\rm eff}$? Where is the constancy of $\nu$ used?

**Solution.** Write $u=u_E+u_p$. Because (1) is linear, it is satisfied if

$$\frac{\partial u_E}{\partial t}=\frac{qE}{m}-\nu u_E,\qquad
\frac{\partial u_p}{\partial t}=-\frac{kT}{m}\frac{\partial\ln n}{\partial x}-\nu u_p .$$

Insert $u_E=\mu E_{\rm eff}$ into the first equation. With $\nu$ constant in time, $\mu$ can be taken outside the time derivative. The definition of $\mu$ also gives $q/m=\nu\mu$, so

$$\mu\frac{\partial E_{\rm eff}}{\partial t}=\nu\mu E-\nu\mu E_{\rm eff}.$$

Division by $\mu$ gives the relaxation equation

$$\boxed{\frac{\partial E_{\rm eff}}{\partial t}=\nu\,(E-E_{\rm eff}),\qquad E_{\rm eff}(0)=\frac{u_E(0)}{\mu}.}\tag{2}$$

The sign of the charge has cancelled. The effective field is a measure of drift velocity expressed in field units. It belongs in the ion flux, while Poisson's equation and the force on an ion still involve $E$.

If $\nu$ varies in time, then $u_E=qE_{\rm eff}/(m\nu)$ has the derivative

$$\frac{\partial u_E}{\partial t}=\frac{q}{m\nu}\left(\frac{\partial E_{\rm eff}}{\partial t}-E_{\rm eff}\frac{\partial\ln\nu}{\partial t}\right).$$

Setting this equal to $qE/m-qE_{\rm eff}/m$ and multiplying by $m\nu/q$ gives

$$\frac{\partial E_{\rm eff}}{\partial t}=\nu(E-E_{\rm eff})+E_{\rm eff}\frac{\partial\ln\nu}{\partial t}.$$

Equation (2) therefore needs $\nu$ constant in time. A static variation $\nu(x)$ is allowed, because the derivative is taken at fixed $x$; the local mobility must then be used.

## (c) What happens to diffusion

**Question.** The flux with the effective field is usually written $\Gamma=\mu nE_{\rm eff}-D\,\partial n/\partial x$. When is the diffusion term justified?

**Solution.** This term assumes $u_p=-D\,\partial\ln n/\partial x$, which follows from the equation for $u_p$ if $\partial u_p/\partial t$ is negligible. To find the error, let $\partial\ln n/\partial x=g_0e^{-\gamma t}$ at a given point, with $\gamma<\nu$. Since $kT/m=\nu D$, the trial solution $u_p=Ae^{-\gamma t}$ gives

$$-\gamma A=-\nu Dg_0-\nu A
\quad\Longrightarrow\quad A=-Dg_0\,\frac{\nu}{\nu-\gamma}.$$

The remaining homogeneous solution decays as $e^{-\nu t}$, faster than this one. Within equation (1), that is with the pressure held at $nkT$, the error relative to the ordinary diffusion velocity is

$$\frac{\nu}{\nu-\gamma}-1=\frac{\gamma}{\nu-\gamma}.$$

Slow changes of the logarithmic gradient, $\gamma\ll\nu$, are therefore harmless. A part of the gradient oscillating as $e^{-i\omega t}$ is different: replacing $\gamma$ by $i\omega$ gives the factor $\nu/(\nu-i\omega)$, which is far from 1 once $\omega$ reaches $\nu$.

If that part matters, the whole driving force can be relaxed. Since $kT/m=\nu\mu\,(kT/q)$, equation (1) is equivalent to $u=\mu E_{\rm tot}$ with

$$\frac{\partial E_{\rm tot}}{\partial t}=\nu\left(E-\frac{kT}{q}\frac{\partial\ln n}{\partial x}-E_{\rm tot}\right).$$

The flux is then $\mu nE_{\rm tot}$, with no separate diffusion term.

Both forms keep $T$ constant. This matters whenever the density changes by compression. Take charge exchange at constant $\nu$, a small oscillation $n_1e^{-i\omega t}$ about $n_0$, and a wavelength long enough to neglect heat flow. The pressure along the motion then obeys $\partial P_1/\partial t+3n_0kT\,\partial u/\partial x=-\nu(P_1-kTn_1)$. With $\partial n_1/\partial t=-n_0\,\partial u/\partial x$ this gives $P_1=kTn_1(\nu-3i\omega)/(\nu-i\omega)$, which approaches three times the constant-temperature value for $\omega\gg\nu$. The pressure-driven velocity is then the ordinary diffusion velocity times $\nu(\nu-3i\omega)/(\nu-i\omega)^2$. For $\omega\ll\nu$ this factor is $1-i\omega/\nu$, while the $E_{\rm tot}$ form gives $1+i\omega/\nu$: the pressure correction is twice the inertial one and of opposite sign. For such compressive changes the $E_{\rm tot}$ form has twice the error of the plain diffusion term at low frequency and is the better of the two only for $\omega>\sqrt3\,\nu$. Likewise, a profile decaying by free diffusion at rate $\gamma\ll\nu$ has a relative error near $-\gamma/\nu$, the same size as found above but of opposite sign.

## (d) Response to an arbitrary field

**Question.** Solve (2) for any $E(t)$, and interpret the solution through individual collisions.

**Solution.** Multiply (2) by $e^{\nu t}$ and collect the terms in $E_{\rm eff}$:

$$\frac{\partial}{\partial t}\left(e^{\nu t}E_{\rm eff}\right)=\nu e^{\nu t}E(t).$$

Integrating from 0 to $t$ and multiplying by $e^{-\nu t}$ gives

$$E_{\rm eff}(t)=E_{\rm eff}(0)e^{-\nu t}+\nu\int_0^te^{-\nu(t-s)}E(s)\,ds .\tag{3}$$

The effective field is a weighted average of past fields with memory time $1/\nu$.

For a kinetic reading, consider charge-exchange collisions at constant rate $\nu$. Each one replaces the ion by another with the velocity of a thermal neutral, whose mean is zero. The impulse $qE(s)\,ds$ received at time $s$ still contributes at time $t$ if no collision has occurred in between, which has probability $e^{-\nu(t-s)}$. For ions starting with zero mean velocity,

$$u_E(t)=\frac qm\int_0^te^{-\nu(t-s)}E(s)\,ds .$$

Using $q/m=\mu\nu$, this is $\mu$ times the integral term in (3). The exponential memory is the probability that an impulse has survived.

## (e) Oscillating field: amplitude, lag and power

**Question.** Let $E=E_0+E_1\cos\omega t$. Find the settled effective field, its limits, and the mean power delivered to an ion by the oscillating part.

**Solution.** After several times $1/\nu$ the initial value is forgotten. The constant part of (2) gives $E_0$ unchanged. For the oscillating part, try $a\cos\omega t+b\sin\omega t$:

$$-a\omega\sin\omega t+b\omega\cos\omega t=\nu(E_1-a)\cos\omega t-\nu b\sin\omega t .$$

The sine terms give $b=a\omega/\nu$. The cosine terms give $b\omega=\nu(E_1-a)$, hence

$$a\left(1+\frac{\omega^2}{\nu^2}\right)=E_1 .$$

Define the lag $\phi$ by $\tan\phi=\omega/\nu$ with $0\le\phi<\pi/2$. Then $a=E_1\cos^2\phi$ and $b=a\tan\phi=E_1\cos\phi\sin\phi$, so

$$E_{\rm eff}=E_0+E_1\cos\phi\,\cos(\omega t-\phi),\qquad
\cos\phi=\frac{\nu}{\sqrt{\nu^2+\omega^2}}.\tag{4}$$

For $\omega\ll\nu$, $\cos\phi\to1$ and the ordinary mobility flux returns. For the opposite limit, write the velocity amplitude using $\mu=(q/m\omega)\tan\phi$:

$$|\mu|E_1\cos\phi=\frac{|q|E_1}{m\omega}\sin\phi .$$

For $\omega\gg\nu$ this tends to $|q|E_1/(m\omega)$, the collisionless oscillation, with a lag of $90^\circ$.

The power is the true force times the velocity. Cross terms between steady and oscillating parts average to zero, and the average of $\cos\omega t\cos(\omega t-\phi)$ is $\tfrac12\cos\phi$. The oscillating part therefore delivers

$$\bar P_1=\tfrac12\,q\mu E_1^2\cos^2\phi .$$

One factor $\cos\phi$ comes from the reduced amplitude and the other from the lag. In the collisionless limit the power vanishes because the velocity is a quarter period out of phase with the force.

## (f) A worked example

**Question.** Take ions of mass 40 u and charge $+e$, $\nu=2.00\times10^7\ \mathrm{s^{-1}}$, a gas at 1 Torr and 300 K, and a frequency of 13.56 MHz. Let $E_0=2$ V/cm, $E_1=10$ V/cm and $n=10^{10}\ \mathrm{cm^{-3}}$. How far is the plain mobility flux from the inertial one?

**Solution.** The mobility is $\mu=e/(m\nu)=1206\ \mathrm{cm^2/Vs}$. The frequency ratio and attenuation are

$$\frac{\omega}{\nu}=\frac{8.520\times10^7}{2.00\times10^7}=4.26,\qquad
\cos\phi=\frac1{\sqrt{1+4.26^2}}=0.2285 .$$

The effective oscillating field is $0.2285\times10=2.29$ V/cm. Its lag is $76.8^\circ$, or $(76.8/360)\times73.75=15.7$ ns.

Plain mobility predicts a velocity amplitude of 120.6 m/s; the effective field gives $0.2285\times120.6=27.6$ m/s. The collisionless value is 28.3 m/s, so the oscillation is nearly inertial. The steady drift, 24.1 m/s, is the same in both descriptions.

At the stated density, the oscillating flux amplitude falls from $1.21\times10^{14}$ to $2.76\times10^{13}\ \mathrm{cm^{-2}\,s^{-1}}$. The energy gained from the oscillating part per cycle is multiplied by $\cos^2\phi=0.052$, which lowers it from 4.45 to 0.232 meV per ion.

A particle simulation tests the averaging without using the fluid equation. It followed 400,000 ions with random charge exchange for four periods, starting with thermal velocities. At 80 instants, its mean velocity differed from $\mu E_{\rm eff}$ by at most 0.98 m/s, with a standard error of 0.40 m/s. The largest difference from $\mu E$ was 128 m/s.

Now vary the pressure at fixed temperature, frequency and applied field, with $\nu$ proportional to pressure. The attenuation is 0.0235 at 0.1 Torr and 0.920 at 10 Torr, with lags of $88.7^\circ$ and $23.1^\circ$. A small $E_{\rm eff}$ at low pressure does not mean a small velocity, because $\mu$ has grown. By the $\sin\phi$ formula, the velocity amplitude approaches 28.3 m/s at 0.1 Torr and is about 11 m/s at 10 Torr.

## (g) Neglected effects and the limits of use

**Question.** How large are the neglected effects in this example, and where does the description fail?

**Solution.** *Convection.* The peak velocity is about $24.1+27.6=51.7$ m/s. For $L=1$ mm, $\nu L=2\times10^4$ m/s, so $|u|/(\nu L)\approx0.3\%$. A calculation retaining convection, with the field multiplied by $1+0.5\sin(x/L)$, changed the velocity by at most 0.05% of its peak during the sixth period. Here the simple ratio overstates the effect about sixfold.

*Speed-dependent collisions.* A constant cross section makes $\nu$ grow with the relative speed of ion and neutral. For charge exchange in a steady field, an ion has gained velocity $(qE/m)\tau$ since its last collision. Because $\langle\tau^2\rangle=2/\nu^2$, this adds $2u^2$ to the mean-square relative speed $6kT/m$ of two thermal particles of equal mass. Taking $\nu$ proportional to the root-mean-square relative speed gives the estimate

$$\nu(u)=\nu\sqrt{1+\frac{mu^2}{3kT}} .$$

It is not a kinetic solution, since the mean square was found for constant $\nu$. Used in (1) for the example, it changes the velocity by at most 0.3% of its peak. It leaves out the spread of individual ion speeds, which makes the collision rate differ from ion to ion even in a weak field. For charge exchange with a constant cross section in a weak field, that spread changes the oscillating velocity of the example by less than 1%. It changes the power by up to about 2%, depending on whether $\nu$ is fixed by the steady drift or by the initial loss of momentum.

*Ionization and diffusion.* With electrons at 3 eV and a 2 cm gap, the estimated ambipolar loss rate is $\mu(kT_e+kT)/e\times(\pi/2\ \mathrm{cm})^2=9.0\times10^3\ \mathrm{s^{-1}}$. If ionization balances this loss, $\nu_{\rm iz}/\nu=4.5\times10^{-4}$. If the logarithmic gradient changes at the same rate, the relative error of the diffusion velocity is also $4.5\times10^{-4}$. The 3 eV is an illustrative value. In argon at 1 Torr, Maxwellian electrons that hot would ionize far faster than ions are lost; a balance would put them nearer 1.3 to 1.4 eV, which roughly halves the loss rate and both ratios. The result depends strongly on the tail of the distribution, which at this pressure and density is often depleted. For a Druyvesteyn distribution the same balance gives an effective temperature near 2.7 eV, which lowers the loss rate by only about 10%. These estimates do not cover gradients modulated at 13.56 MHz. For these, inertia matters and the constant-temperature pressure may itself fail, as noted in part (c).

*Sheath.* In a steady field of 1000 V/cm, constant $\nu$ predicts 12,100 m/s and $u/(\nu L)=0.60$ for $L=1$ mm. Solving $\nu(u)u=qE/m$ instead gives about 2,300 m/s and $u/[\nu(u)L]=0.02$. By this estimate, constant $\nu$ overstates the drift about fivefold, so this assumption fails before the neglect of convection does. The assumption of a constant ion temperature fails too, because the drift is far above the thermal speed.

*Lower pressure.* At 0.1 Torr and the same 2 V/cm, the steady drift would be 241 m/s, close to the one-component thermal speed of 250 m/s. At that drift the formula for $\nu(u)$ raises the collision frequency by about 14%, and with constant $\nu$ the ratio $u/(\nu L)$ reaches 0.12. Solving $\nu(u)u=qE/m$ gives about 216 m/s, a rise of 12%. A kinetic treatment of charge exchange with constant cross section gives about 207 m/s, a rise of about 17%, so the formula underestimates the effect here. The attenuation quoted for that pressure is therefore approximate at these field strengths. The ion pressure also departs from $nkT$: with charge exchange at constant $\nu$, a steady field raises the velocity variance along its direction from $kT/m$ to $kT/m+u^2$, which nearly doubles it here.

**Comparison with a real discharge.** The mass, collision frequency and density are rough values for singly charged argon ions in an argon processing discharge; the fields are chosen for illustration. A pressure of 1 Torr suits some plasma deposition processes but is high for much plasma etching, which often runs at tens of mTorr or less. Real fields also vary in space and contain harmonics. Equation (3) handles harmonics directly, but strong sheath fields violate constant $\nu$, with the roughly fivefold effect estimated above. The relaxation equation with constant $\nu$ is thus suited to weak-field regions where the drift stays well below the thermal speed and $|u|/(\nu L)$ is small. In addition, the field, density and collision frequency should in general vary over lengths much greater than the thermal free path, which is the thermal speed divided by $\nu$: about 0.012 mm at 1 Torr and 0.12 mm at 0.1 Torr. Otherwise ions carry momentum between regions with different fields, and a local flux with pressure $nkT$ can fail even in a very weak field. For a field of wavenumber equal to one inverse free path, the velocity from the flux with $E_{\rm eff}$ and $D$ is off by about 16% at $\omega=\nu$ and 21% at $\omega=4.26\nu$. The condition relaxes at the extremes. In a nearly static field without net flux the ions settle into the Boltzmann distribution, which the local flux reproduces. For $\omega\gg\nu$ the error falls again, to about 2% at $\omega=42.6\nu$, because the thermal speed divided by $\omega$ is then much shorter than the free path. The full set of values is in the numerical output below.

## Computed results

```
Ion mass: 40 u
Gas pressure: 1.0 Torr
Gas temperature: 300 K
Collision frequency nu: 2.00e+07 1/s
Field frequency: 13.56 MHz
Angular frequency omega: 8.520e+07 rad/s
Steady field: 2.0 V/cm
Oscillating field amplitude: 10.0 V/cm
Ion density: 1.0e+10 cm^-3
Mobility: 1206.1 cm2/Vs
Relaxation time 1/nu: 50.0 ns
Field period: 73.75 ns
omega/nu: 4.260
Attenuation cos(phi): 0.2285
Phase lag: 76.79 deg
Time lag: 15.73 ns
Effective ac field amplitude: 2.285 V/cm
Steady drift speed: 24.12 m/s
ac drift amplitude, effective field: 27.56 m/s
ac drift amplitude, plain mobility: 120.61 m/s
ac drift amplitude, no collisions: 28.31 m/s
ac flux amplitude, effective: 2.756e+13 cm^-2 s^-1
ac flux amplitude, plain: 1.206e+14 cm^-2 s^-1
ac energy gain per cycle, effective: 0.2323 meV
ac energy gain per cycle, plain: 4.4471 meV
At 0.1 Torr: attenuation 0.0235, lag 88.66 deg
At 1.0 Torr: attenuation 0.2285, lag 76.79 deg
At 10.0 Torr: attenuation 0.9200, lag 23.07 deg
Simulated ions: 400000
Simulation standard error: 0.40 m/s
Largest simulation-theory difference: 0.98 m/s
Largest simulation-plain difference: 128.4 m/s
One-component thermal speed: 249.7 m/s
Field length scale: 1.0 mm
Convection effect on velocity: 0.046 %
Speed-dependent nu effect: 0.297 %
Electron temperature for loss estimate: 3.0 eV
Gap for loss estimate: 2.0 cm
Ambipolar loss = ionization rate: 9.004e+03 1/s
Ionization friction / collision friction: 4.50e-04
Diffusion inertia, relative error: 4.50e-04
Sheath field: 1000 V/cm
Sheath drift, constant nu: 12061 m/s
Sheath drift, speed-dependent nu: 2264 m/s
Sheath u/(nu L), constant nu: 0.603
Sheath u/(nu L), speed-dependent nu: 0.0212
```
